# Cancelling strain and interaction slopes at a transition state

When silylene inserts into dihydrogen, SiH2 + H2 → SiH4, a small-basis Hartree–Fock calculation gives a strain energy of 1.592 eV and an interaction energy of −0.827 eV at the saddle point. These energies do not cancel: their sum is the barrier, 0.765 eV. Yet along the direction in which the saddle is crossed, the strain rises at 56.764 eV/nm and the interaction falls at 56.764 eV/nm. The energies are unequal because a barrier is left over. The slopes are equal and opposite because the total energy is stationary.

## Definitions

Divide the nuclei of a reacting system into fragments A and B, with coordinates $R_A$ and $R_B$, and write $R=(R_A,R_B)$. Let $E_{AB}(R)$ be the energy of the whole system on one electronic surface, and $E_A(R_A)$, $E_B(R_B)$ the energies of the isolated fragments. Let $E_A^0$ and $E_B^0$ be the energies of the relaxed fragments. Define

$$
\Delta E_{\rm strain}=E_A(R_A)-E_A^0+E_B(R_B)-E_B^0 ,
$$

$$
\Delta E_{\rm int}=E_{AB}(R)-E_A(R_A)-E_B(R_B).
$$

The strain is the cost of deforming the separate fragments to the shapes they have in the complex. The interaction is the energy change when those deformed fragments are brought together. On adding the two lines, $E_A(R_A)$ and $E_B(R_B)$ drop out:

$$
\Delta E\equiv\Delta E_{\rm strain}+\Delta E_{\rm int}=E_{AB}(R)-E_A^0-E_B^0. \tag{1}
$$

Three assumptions enter.

- All energies, and the geometry called the transition state, come from the same method and basis.
- The charge and spin state chosen for each fragment is kept along the path.
- Each energy is differentiable there. At a crossing of surfaces with a cusp, the argument below fails because there is no gradient.

## The stationary condition

The reference energies in (1) are constants, so $\nabla\Delta E=\nabla E_{AB}$. At a stationary point $R^\ddagger$ this gradient vanishes, and therefore

$$
\boxed{\nabla\Delta E_{\rm strain}(R^\ddagger)=-\nabla\Delta E_{\rm int}(R^\ddagger)} \tag{2}
$$

This is one equation for each Cartesian component of each nucleus. Since $E_A$ does not depend on $R_B$, nor $E_B$ on $R_A$, the left side is the list of gradients of the isolated fragments, $(\nabla_A E_A,\nabla_B E_B)$. Physically, the force with which a deformed fragment tries to relax is balanced, nucleus by nucleus, by the force from the interaction.

Now take a smooth path $R(s)$ with $R(0)=R^\ddagger$, and let a prime denote $d/ds$. The chain rule gives

$$
\Delta E'(0)=\sum_i\frac{\partial E_{AB}}{\partial R_i}R_i'(0)=0,
$$

because every partial derivative is zero. Hence $\Delta E_{\rm strain}'=-\Delta E_{\rm int}'$ at $s=0$, whatever the tangent.

Activation-strain diagrams are usually drawn against a geometric coordinate $\zeta$, such as a bond length. If $\zeta'(0)\ne0$, then $\zeta$ can replace $s$ near the saddle, and for each term $dE/d\zeta=E'/\zeta'$. Both slopes are divided by the same number, so

$$
\frac{d\Delta E_{\rm strain}}{d\zeta}=-\frac{d\Delta E_{\rm int}}{d\zeta}
\qquad\text{at }R^\ddagger . \tag{3}
$$

The size of each slope depends on the coordinate; their cancellation does not. If $\zeta'(0)=0$, the division is not allowed and $\zeta$ is a poor axis for the diagram at that point.

## The silylene example

The level is restricted Hartree–Fock with the 3-21G basis and one added d shell on silicon. The saddle has one negative mode, with an imaginary wavenumber of 1635 cm⁻¹. Its H–H distance is 0.1088 nm, against 0.0735 nm in free H2 and 0.2405 nm between two hydrogens of silane. Minimization started on the long H–H side reaches silane. A short minimization on the other side brings H–H below 0.085 nm and moves H2 away from silicon.

The path is the straight line $R(s)=R^\ddagger+s\,v$, where $v$ is the Cartesian transition vector, scaled so that the H–H distance grows at unit rate at $s=0$. This line is tangent to the intrinsic reaction path at the saddle, so first derivatives there agree. Farther away it is a different path.

The strain slope follows from analytic fragment gradients:

$$
\Delta E_{\rm strain}'=\underbrace{2.762}_{\rm SiH_2}+\underbrace{54.002}_{\rm H_2}=56.764\ \text{eV/nm}.
$$

The interaction slope was obtained separately, by differences of energies at points 0.002 nm apart, and is −56.764 eV/nm. The unrounded sum is $1.5\times10^{-4}$ eV/nm. Along an arbitrary direction in the full coordinate space the two slopes are −26.088 and 26.089 eV/nm, as (2) requires. The sizes of these terms depend on the level of theory. At this H–H distance, full configuration interaction in the same basis gives isolated H2 a strain of 1.04 eV and a slope of 43 eV/nm, against 1.32 eV and 54 eV/nm at Hartree–Fock.

Energy shares and slope shares differ. SiH2 supplies $0.2706/1.5917=17\%$ of the strain energy but $2.762/56.764=5\%$ of its slope. A fragment can thus contribute to the height of the barrier while having little part in the balance that fixes its position along this tangent.

## Rigid motions and limiting cases

Suppose B is translated as a rigid body by $a$ along a unit vector $t$, with A fixed. The energy of an isolated fragment does not depend on its place in space, so $\Delta E_{\rm strain}$ is unchanged and its derivative with respect to $a$ is zero. By (2), the derivative of the interaction is then also zero at $R^\ddagger$. The same argument holds for a rigid rotation of B. At a stationary point the interaction energy is therefore stationary on its own against every rigid motion of one fragment relative to the other.

In the example, moving H2 rigidly away from silicon at the saddle gives an interaction slope of −0.005 eV/nm, zero within the numerical error. At $s=-0.010$ nm the same motion gives −5.667 eV/nm: the interaction energy falls as H2 leaves, so H2 is pushed outward there.

This matters when a scan is set up. A scan through the saddle that changes the fragment separation with frozen shapes shows two zero slopes and no visible balance. The large opposed slopes appear when the tangent deforms a fragment.

Two limits follow.

- If one fragment is an atom, it has no internal coordinates and no strain, and the other fragment supplies the whole strain slope.
- If both are atoms, strain is identically zero, and a stationary point of the total is a stationary point of the interaction itself.

## Curvature decides between maximum and minimum

Condition (2) holds at any stationary point. Silane is an example. Moving two of its hydrogens apart, with the other nuclei fixed, gives a strain slope of 30.31 eV/nm and an interaction slope of −30.32 eV/nm. Their size is not physical, because restricted Hartree–Fock greatly overestimates the energy of an isolated H2 molecule stretched to 0.24 nm. They still cancel within numerical error, but the total curvature along this motion is $+775$ eV/nm², and the structure is a minimum. Slope cancellation is necessary for a transition state and not sufficient; one negative Hessian eigenvalue is also needed.

To find the curvature along a path, differentiate $E'=\sum_i g_iR_i'$ once more, with $g_i=\partial E/\partial R_i$ and $H_{ij}=\partial^2E/\partial R_i\partial R_j$. The product rule gives

$$
E''=\sum_{ij}R_i'H_{ij}R_j'+\sum_i g_iR_i'' . \tag{4}
$$

For the total energy at $R^\ddagger$ the second sum vanishes, so bending the path leaves the total curvature unchanged. For strain and interaction separately $g$ is not zero, and bending changes their curvatures by $\pm\nabla\Delta E_{\rm strain}\cdot R''$, equal and opposite by (2).

On the straight line of the example,

$$
\Delta E''=253.5-1070.3=-816.8\ \text{eV/nm}^2 .
$$

The strain curve bends upward and the interaction curve bends downward more strongly. On this path, the maximum arises because the interaction steepens faster than the strain. The slopes on either side show it:

| $s$ (nm) | strain (eV/nm) | interaction (eV/nm) | sum (eV/nm) |
|---|---|---|---|
| −0.005 | 55.07 | −51.16 | 3.91 |
| 0 | 56.76 | −56.76 | 0.00 |
| +0.005 | 57.69 | −61.82 | −4.13 |

Now bend the path by adding $\tfrac12s^2c$, where $c$ stretches H–H and raises $d^2r_{\rm HH}/ds^2$ by 18.897 nm⁻¹. The H2 energy depends on $r_{\rm HH}$ alone, with slope 54.002 eV/nm, and the added term does not deform SiH2. The predicted change in strain curvature is

$$
54.002\times18.897=1020.5\ \text{eV/nm}^2 .
$$

Finite differences give 1020.2 eV/nm², while the total curvature changes by −0.1 eV/nm², which is zero within the error of the differences. The strain curvature has grown fivefold with no change in the physics of the saddle. Separate curvatures should therefore be compared between reactions along paths defined in the same way.

## When another energy is added

Suppose the surface is changed from $E$ to $E+\delta E$. The addition may be a correlation energy, a solvent term or a change of substituent that keeps the same coordinates. At the old saddle the slopes now add up to

$$
(\Delta E_{\rm strain}+\Delta E_{\rm int})'_{\rm new}=\delta E' ,
$$

since the old total slope is zero and the new reference energies are constants. The new stationary point lies at $R^\ddagger+x$. To first order in $\delta E$, the condition that the new gradient vanish reads

$$
Hx=-\nabla\delta E. \tag{5}
$$

The transition vector obeys $Hv=\lambda Mv$, where $M$ is the diagonal matrix of nuclear masses. Write $x=\sigma v+x_\perp$ with $v^TMx_\perp=0$. Multiply (5) from the left by $v^T$. Because $H$ is symmetric, $v^THx_\perp=\lambda v^TMx_\perp=0$, so

$$
\sigma\,v^THv=-v\cdot\nabla\delta E .
$$

Here $v^THv=E''$ is the curvature along the line and $v\cdot\nabla\delta E=\delta E'$, which gives

$$
\sigma=-\frac{\delta E'}{E''}. \tag{6}
$$

At a saddle $E''<0$, so $\sigma$ has the sign of $\delta E'$. An added energy that falls along the path moves the saddle backward, toward the reactants. In activation-strain terms, if the strain is unchanged and the interaction slope becomes more negative, the transition state comes earlier. This rule is first order and refers to the component of the shift along the transition vector.

Adding second-order Møller–Plesset (MP2) correlation to the example gives $\delta E'=-3.355$ eV/nm at the Hartree–Fock saddle. Thus

$$
\sigma=-\frac{-3.355}{-816.8}=-0.0041\ \text{nm}.
$$

As a test of the linear formula, 1% of the correlation energy was added along the line. The stationary point moved by $-4.12\times10^{-5}$ nm, against $-4.11\times10^{-5}$ nm from (6). The full shift of −0.0041 nm remains a first-order estimate, not a reoptimized geometry. It is also the component along $v$ alone, not the change of the H–H distance. At the MP2 saddle reoptimized in the same basis, H–H is 0.109 nm, essentially the Hartree–Fock value, because $x_\perp$ lengthens this bond by about as much as $\sigma v$ shortens it. On a diagram drawn against H–H, this transition state would not appear earlier.

The added energy changes the barrier directly by its value at the old saddle. The displacement of the maximum adds only a second-order change. Along the line, with $\delta E$ taken as linear, the energy relative to the new energy at the old saddle is $\delta E'\sigma+\tfrac12E''\sigma^2$. Inserting (6) gives

$$
-\frac{(\delta E')^2}{E''}+\frac{(\delta E')^2}{2E''}
=-\frac{(\delta E')^2}{2E''}
=\frac{3.355^2}{2\times816.8}=0.007\ \text{eV}.
$$

In this linear estimate, a slope mismatch equal to 6% of the Hartree–Fock strain slope corresponds to an error of 0.007 eV from the misplaced maximum on this line. The curvature of the correlation energy, left out here, is not negligible: with the full MP2 energy, both the shift along the line and this error are larger by roughly half. Relaxation across the line is not included in that figure. It has the opposite sign, because the transverse curvatures are positive, and it need not be smaller.

## Free energy

A free-energy profile adds a thermal term to the potential energy, so its maximum also obeys (6) to first order. The term used here contains the eight vibrations transverse to the path, in the harmonic approximation, and rigid rotation:

$$
F=\sum_{k=1}^{8}\left[\frac{\hbar\omega_k}{2}+k_BT\ln\!\left(1-e^{-\hbar\omega_k/k_BT}\right)\right]-\frac{k_BT}{2}\ln\det I .
$$

Here $I$ is the inertia tensor. The last term arises because the classical rotational partition function is proportional to $\sqrt{\det I}$. Constants independent of $s$, including translation at fixed temperature and volume, have been dropped.

At 900 K the slope of $F$ at the saddle is −1.080 eV/nm, and the shift is $-(-1.080)/(-816.8)=-0.0013$ nm. These values use frequencies projected in Cartesian coordinates. Away from a stationary point, harmonic frequencies depend on the coordinates chosen. Curvilinear internal coordinates give a slope of about −0.3 to −0.5 eV/nm here, so only the sign and order of magnitude of the shift are significant. At the free-energy maximum the potential-energy slopes of strain and interaction do not cancel; their sum there equals $-F'$.

## Implementation

1. Optimize the saddle at the level used for the decomposition, and confirm that it has one negative mode.
2. Compute the gradients of the complex and of both isolated fragments at that geometry, with the nuclei in the same orientation.
3. Form the interaction gradient as the complex gradient minus the fragment gradients. Project it and the strain gradient on the path tangent.
4. Obtain the interaction slope independently from energy differences. If it is instead formed by subtraction in step 3, the sum of slopes merely repeats the gradient of the complex and tests the optimization alone.

If slopes are known at a few path points, the crossing can be interpolated. From the sums 3.91 and −4.13 eV/nm at $s=\mp0.005$ nm, a straight line crosses zero at

$$
s=-0.005+0.010\times\frac{3.91}{3.91+4.13}=-0.0001\ \text{nm},
$$

close to the true value of zero. The remainder comes from the curvature of the summed slope.

A counterpoise correction needs care. Let $E_X^{*}$ be the energy of fragment X in the basis of the whole complex. If the interaction is computed with $E_X^{*}$ and the strain with $E_X$, their sum is no longer (1) but

$$
\Delta E+\sum_{X=A,B}\left(E_X-E_X^{*}\right).
$$

At a saddle optimized without the correction, the slopes then add up to the derivative of the last sum. They cancel again if the saddle is optimized on the corrected surface.

## The example beside real silane chemistry

The reverse reaction, loss of H2 from silane, is a gas-phase step in thermal silicon deposition, for which 900 K is a rough typical temperature. The model's elimination barrier of 3.5 eV is far too high: the measured activation energy is roughly 2.5 eV. For the insertion barrier, the sizes of several neglected effects are known at fixed geometries. Hartree–Fock gives 0.765 eV in the working basis, 0.689 eV in 6-31G** and 0.597 eV in def2-TZVP. Frozen-core CCSD(T) in 6-31G** gives 0.227 eV, so correlation lowers the barrier by $0.689-0.227=0.46$ eV in that basis. With $k_BT=0.0776$ eV this changes the Boltzmann factor by $e^{0.46/0.0776}\approx400$. Harmonic zero-point energy raises the barrier by 0.15 eV. The Hartree–Fock barrier is therefore unsuitable for predicting rates, and CCSD(T) in this modest basis is not a final value either. At the same geometries the MP2 barrier falls by 0.21 eV from 6-31G** to cc-pVTZ, and the same shift would bring the CCSD(T) electronic barrier close to zero. Real reactors also break the assumption of an isolated thermal reaction, through collisions too rare at low pressure to keep the molecules thermally distributed, and through surface reactions; neither is sized here.

Tunnelling is a smaller correction at this temperature. For a parabolic barrier the transmission at energy $\varepsilon$ above the top is $1/(1+e^{-2\pi\varepsilon/\hbar\omega})$, with $\omega$ the magnitude of the imaginary frequency. Let $x=\varepsilon/k_BT$ and $u=\hbar\omega/k_BT$. Averaging over thermal energies, relative to classical passage, and substituting $y=e^{-2\pi x/u}$ gives

$$
\kappa=\int_{-\infty}^{\infty}\frac{e^{-x}\,dx}{1+e^{-2\pi x/u}}
=\frac{u}{2\pi}\int_0^\infty\frac{y^{u/2\pi-1}}{1+y}\,dy
=\frac{u/2}{\sin(u/2)},\qquad u<2\pi .
$$

The last step uses $\int_0^\infty y^{a-1}/(1+y)\,dy=\pi/\sin\pi a$ for $0<a<1$. For 1635 cm⁻¹ at 900 K, $\kappa=1.35$. The integral diverges as $u$ reaches $2\pi$, so the formula cannot be carried to low temperature. The value 1.35 belongs to the Hartree–Fock surface. The lower limit $-\infty$ assumes a barrier many $k_BT$ high, which the correlated insertion barrier is not, so for the real reaction 1.35 shows only the rough size of the effect.

These corrections change the barrier, the rate and the place of the maximum. They leave (2) intact, provided that strain, interaction and saddle are all taken from the same corrected potential-energy surface. The remaining computed values are in the numerical output below.

## Calculated quantities

```
RHF, 3-21G plus Si d shell, SiH2 + H2 -> SiH4; d exponent 0.45 bohr^-2
H-H at saddle: 0.1088 nm
Si to the two H2 atoms at saddle: 0.1630, 0.1515 nm
Si to H2 midpoint at saddle: 0.1476 nm
largest gradient entry at saddle: 1.6e-03 eV/nm
number of negative modes: 1
imaginary wavenumber: 1635 cm^-1
H-H in free H2: 0.0735 nm
H-H in silane: 0.2405 nm
strain of SiH2, of H2: 0.2706, 1.3212 eV
total strain: 1.5917 eV
interaction: -0.8272 eV
insertion barrier: 0.7645 eV = 17.63 kcal/mol
elimination barrier from SiH4: 3.4957 eV
strain slope, SiH2 part: 2.762 eV/nm
strain slope, H2 part: 54.002 eV/nm
strain slope, analytic: 56.764 eV/nm
interaction slope, differences: -56.764 eV/nm
sum of slopes: 1.5e-04 eV/nm
curvatures strain, interaction, total: 253.5, -1070.3, -816.8 eV/nm^2
s nm | r(HH) nm | strain, int, total eV | their slopes eV/nm
-0.010 | 0.0988 | 1.0428 -0.3163 0.7265 | 52.31 -45.17 7.14
-0.005 | 0.1038 | 1.3118 -0.5572 0.7546 | 55.07 -51.16 3.91
+0.000 | 0.1088 | 1.5917 -0.8272 0.7645 | 56.76 -56.76 0.00
+0.005 | 0.1138 | 1.8781 -1.1239 0.7542 | 57.69 -61.82 -4.13
+0.010 | 0.1188 | 2.1677 -1.4443 0.7233 | 58.05 -66.22 -8.17
arbitrary direction, strain and interaction slopes: -26.088, 26.089 eV/nm
rigid H2 shift and turn, interaction slopes at saddle: -0.0047 eV/nm, 0.00008 eV/rad
same at s=-0.010 nm: -5.667 eV/nm, 0.0189 eV/rad
bending: second derivative of r(HH) raised by 18.897 nm^-1
bent path, strain curvature change, found and predicted: 1020.23, 1020.50 eV/nm^2
bent path, total curvature change: -0.093 eV/nm^2
silane minimum, strain and interaction slopes: 30.312, -30.323 eV/nm
silane minimum, total curvature: 775.4 eV/nm^2
MP2 correlation slope at RHF saddle: -3.355 eV/nm
first-order saddle shift from MP2: -0.0041 nm
shift at 1% of MP2, found and predicted: -4.122e-05, -4.107e-05 nm
temperature and kT: 900 K, 0.0776 eV
thermal free-energy slope: -1.080 eV/nm
first-order thermal shift: -0.0013 nm
zero-point change of barrier: 0.1541 eV
parabolic tunnelling factor: 1.354
barriers at the same geometries:
  RHF/6-31G**: 0.6885 eV
  CCSD(T)/6-31G**: 0.2274 eV
  RHF/def2-TZVP: 0.5969 eV
```
